Subconfiguration averages in jj coupling and the nonrelativistic limit for carbon

An atom has N electrons in an open shell l outside closed shells. In a relativistic description the shell splits into spinors with j₋ = l − 1/2 and j₊ = l + 1/2. A subconfiguration fixes the number a of electrons in j₋ and b = N − a in j₊. Its average energy E_a is the mean of the energy over all its determinants.

We use Gaussian units and the Dirac-Coulomb Hamiltonian for electrons, without the Breit interaction. In parts (a) to (e) all open-shell spinors have one common radial function R(r) in the limit c → ∞. Part (f) lets this function differ from one subconfiguration to another. The Slater integrals contain e²:

F^k = e² ∫∫ (r_<^k / r_>^(k+1)) R(r₁)² R(r₂)² r₁² r₂² dr₁ dr₂

**(a) How must the E_a be combined to give the nonrelativistic configuration average E_av, the mean over all states of l^N?**

Consider first the limit. With the energy E measured from mc², the large component φ and small component χ of a spinor in a potential V obey

c σ·p χ = (E − V) φ
c σ·p φ = (E − V + 2mc²) χ

Where |E − V| ≪ 2mc², the second equation gives χ ≈ σ·p φ/(2mc), which vanishes as 1/c. The region near the nucleus where this fails has a radius of order Ze²/(2mc²) and shrinks to nothing. Inserting χ into the first equation and using (σ·p)² = p² gives

[p²/(2m) + V] φ = E φ

No reference to j is left. In the same potential, both values of j therefore have the same radial function, and the 4l + 2 spinors are a unitary transform of the spin orbitals R Y_lm times spin up or down.

Now count determinants. There are 2j₋ + 1 = 2l spinors of the first kind and 2l + 2 of the second, so

g_a = C(2l, a) C(2l+2, N−a)

Every choice of N spinors from the 4l + 2 belongs to one value of a. Hence Σ_a g_a = C(4l+2, N) = g, and the determinants of all subconfigurations together form an orthonormal basis of the space of l^N. The sum of diagonal elements of H does not depend on the orthonormal basis, so

Σ_a g_a E_a = Tr H = g E_av

E_av = Σ_a g_a E_a / Σ_a g_a

The weights are the numbers of determinants. At finite c the two radial functions differ. The same weighted mean then defines a relativistic configuration average, which goes over into E_av as c → ∞.

**(b) For a p shell, find the average interaction energy of a pair of electrons within j = 1/2, between j = 1/2 and j = 3/2, and within j = 3/2.**

Let n be the unit vector along r, and u_m the two Pauli spinors. The functions

(σ·n) u_m / √(4π)

are linear in n, so they have l = 1. The operator σ·n is unchanged by a joint rotation of space and spin, so they keep the j = 1/2 of u_m. They are normalized because (σ·n)² = 1. Summing function times adjoint over m, with Σ u_m u_m† = 1, gives the kernel

K₋(n₁,n₂) = (σ·n₁)(σ·n₂)/(4π)

For all six p spin orbitals the sum is 3t/(4π) times the unit matrix, with t = n₁·n₂. The j = 3/2 kernel is the difference:

K₊(n₁,n₂) = [3t − (σ·n₁)(σ·n₂)]/(4π)

At n₁ = n₂ these have traces 2/(4π) and 4/(4π). A filled j level is spherical, so the direct interaction, summed over both levels, contains F⁰ alone: F⁰ for each ordered pair of spinors.

The exchange sum over spinors i of one level and i′ of another is

X = Σ_k F^k ∫∫ P_k(t) tr[K(n₁,n₂) K′(n₂,n₁)] dΩ₁ dΩ₂

because e²/r₁₂ = e² Σ_k (r_<^k/r_>^(k+1)) P_k(t). Write s₁ = σ·n₁ and s₂ = σ·n₂. Then s₁s₂s₂s₁ = 1 and tr(s₁s₂) = tr(s₂s₁) = 2t. The traces, multiplied by 16π², are

- K₋ with K₋: tr 1 = 2
- K₋ with K₊: tr(3t s₁s₂ − 1) = 6t² − 2 = 4P₂
- K₊ with K₊: tr(9t² − 3t s₂s₁ − 3t s₁s₂ + 1) = 18t² − 12t² + 2 = 6t² + 2 = 4 + 4P₂

Here P₂ = (3t² − 1)/2. The integral over both directions is 16π² times the mean over −1 ≤ t ≤ 1, and the mean of P₂² is 1/5. Therefore

X₋₋ = 2F⁰
X₋₊ = (4/5)F²
X₊₊ = 4F⁰ + (4/5)F²

Within one level we subtract X from the direct sum over all ordered pairs, including i = i′, where the two terms cancel. We then divide by the number of ordered pairs with i ≠ i′:

V₋₋ = (4F⁰ − 2F⁰)/2 = F⁰
V₋₊ = F⁰ − (4/5)F²/8 = F⁰ − F²/10
V₊₊ = (16F⁰ − 4F⁰ − (4/5)F²)/12 = F⁰ − F²/15

For p^N, the open-shell repulsion in E_a is C(a,2)V₋₋ + ab V₋₊ + C(b,2)V₊₊.

The closed core must not distinguish the two levels in the limit. Its direct potential is spherical. For exchange with a filled s shell, the core kernel is 1/(4π). The traces with K₋ and K₊ are 2t and 6t − 2t = 4t. Since the mean of t² is 1/3, the sums are (2/3)G¹ and (4/3)G¹, where G¹ is the s-p exchange integral. Divided by 2 and 4 spinors, both give G¹/3 per p electron.

**(c) Apply this to carbon, 2p², and compare with the LS terms.**

We list the coefficient x of F² in the 2p-2p energy F⁰ + xF²:

- (1/2)²: g = 1, x = 0
- (1/2)(3/2): g = 2·4 = 8, x = −1/10
- (3/2)²: g = C(4,2) = 6, x = −1/15

The weighted mean is

x_av = [0 − 8/10 − 6/15]/15 = −(6/5)/15 = −2/25

Without the weights, the mean would be −1/18, which is wrong.

The LS terms give an independent result. Their angular functions are built from n₁ and n₂, and x is the mean of P₂(t) in the term:

- ³P: the components of n₁ × n₂, with summed square 1 − t² = (2/3)(1 − P₂). Hence x = −1/5.
- ¹S: the function t, with square t² = (1 + 2P₂)/3. Hence x = 2/5.
- ¹D: the symmetric traceless tensor of n₁ and n₂, with summed square (1 + t²)/2 − t²/3 = (5/9)(1 + P₂/5). Hence x = 1/25.

With 9, 1 and 5 states, the mean is (−9/5 + 2/5 + 5/25)/15 = −(6/5)/15 = −2/25, as before.

**(d) What state is the determinant (2p₁/₂)² in the limit c → ∞, and what is its energy?**

Two electrons filling j = 1/2 have J = 0. Starting from the spin singlet |0⟩, the angular and spin part is

Ψ = (σ₁·n₁)(σ₂·n₂)|0⟩/(4π)

The total spin of |0⟩ is zero, so σ₂|0⟩ = −σ₁|0⟩. This replaces the second factor:

Ψ = −(σ₁·n₁)(σ₁·n₂)|0⟩/(4π)
  = −[t + i σ₁·(n₁ × n₂)]|0⟩/(4π)

The first term is a spin singlet with the ¹S function t. In the second, the three states σ₁ᵢ|0⟩ are orthonormal triplet states, combined with the ³P functions n₁ × n₂. The weights are the means of t² and 1 − t²:

weight of ¹S₀ = 1/3, weight of ³P₀ = 2/3

The energy coefficient is (2/3)(−1/5) + (1/3)(2/5) = 0, in agreement with V₋₋ = F⁰. With common orbitals the determinant therefore lies

- F²/5 above the ³P term,
- 2F²/25 above the configuration average.

These offsets are electron repulsion energies and survive when all relativistic effects are gone. The determinant is an eigenstate of J² but not of L² and S². In this limit the states of a term are eigenstates of L² and S², so the determinant does not represent a single term.

**(e) What restores the correct limit, and when is a single subconfiguration a good description? Which levels of 2p² are affected?**

The space of 2p² has two J = 0 states: ³P₀ and ¹S₀ in LS coupling, (1/2)² and (3/2)² in jj coupling. With suitable phases,

|(1/2)²⟩ = √(2/3)|³P₀⟩ + √(1/3)|¹S₀⟩
|(3/2)²⟩ = √(1/3)|³P₀⟩ − √(2/3)|¹S₀⟩

The second is fixed by orthogonality. Its diagonal coefficient is (1/3)(−1/5) + (2/3)(2/5) = 1/5. The off-diagonal one is (√2/3)(−1/5 − 2/5) = −√2/5.

For an electron in a mean central potential, the leading term that depends on j is of order 1/c² and has the form ζ l·s/ħ², with a constant ζ > 0. We use this model for each open-shell electron and neglect the two-electron spin-orbit terms that a mean potential does not contain. Since l·s/ħ² = [j(j+1) − l(l+1) − 3/4]/2, its value is −1 for j = 1/2 and +1/2 for j = 3/2. Apart from F⁰, the J = 0 matrix is

[ −2ζ,  −√2F²/5 ]
[ −√2F²/5,  ζ + F²/5 ]

The difference of the diagonal elements is 3ζ + F²/5. With

D = √[(3ζ + F²/5)² + 8(F²)²/25]

the lower eigenvalue λ and the weight w of (1/2)² in its state are

λ = (F²/5 − ζ − D)/2
w = [1 + (3ζ + F²/5)/D]/2

For ζ → 0, D = 3F²/5, so λ = −F²/5 and w = 2/3. This is the ³P energy, and one third of the state belongs to (3/2)². For ζ ≫ F², expanding D gives

λ ≈ −2ζ − 2(F²)²/(75ζ), w → 1

The single subconfiguration is thus the description for strong spin-orbit coupling. The formula gives w = 0.669 at ζ/F² = 0.001, 0.831 at 0.1 and 0.992 at 1. As c → ∞ in a given atom, ζ falls as 1/c² while F² stays finite, so the ground state moves away from a single subconfiguration.

The weighted average needs no such mixing. It is also free of first-order spin-orbit energy: the contributions −2ζ, −ζ/2 and +ζ with weights 1, 8 and 6 add to zero.

The other levels follow from the averages. The subconfiguration (1/2)(3/2) has J = 1 and J = 2, and (3/2)² has J = 0 and J = 2. The J = 1 level occurs once in the shell, so it must be ³P₁ with x = −1/5: here one subconfiguration has the correct limit. For J = 2, let y and z be the coefficients in (1/2)(3/2) and (3/2)²:

[3(−1/5) + 5y]/8 = −1/10, so y = −1/25
[1/5 + 5z]/6 = −1/15, so z = −3/25

Neither equals −1/5 for ³P₂ or 1/25 for ¹D₂. Their sum −4/25 is the sum of the two term values, as the trace requires. The levels J = 0 and J = 2 therefore need both of their subconfigurations.

**(f) What changes if each subconfiguration has its own optimized orbitals?**

In the nonrelativistic limit, let E(x) be the lowest Hartree-Fock energy of 1s²2s²2p² with spherical orbitals, one radial function for both 2p electrons, and 2p-2p energy F⁰ + xF². Let F²(x) be the Slater integral at the optimum. The orbitals optimal for x′ are allowed trial orbitals for x, and with them the energy changes only through the explicit x:

E(x) ≤ E(x′) + (x − x′) F²(x′)

Take x′ = x_av, let x run over the three subconfigurations and form the weighted mean. The term in x − x_av cancels, leaving

Σ_a g_a E(x_a)/15 ≤ E(−2/25)

Separately optimized energies therefore give a mean at or below the optimized configuration average. Allowing different radial functions for the two j within a subconfiguration cannot raise this mean, because the common function remains an allowed choice. The equality of part (a) needs common orbitals.

The same inequality bounds the offset of the determinant from ³P. Using x = −1/5, x′ = 0, and then the reverse,

F²(0)/5 ≤ E(0) − E(−1/5) ≤ F²(−1/5)/5

**(g) How large is the offset for carbon compared with the relativistic energy shift?**

We solve the spherical Hartree-Fock equations in an uncontracted Gaussian basis. It has nine s exponents from 0.15 to 984.15 bohr⁻² and five p exponents from 0.12 to 9.72 bohr⁻², each in steps of a factor 3. The nucleus is a point. Electron correlation is left out, and the finite basis makes the total energies less accurate than their digits suggest. The digits serve only to compare calculations in the same basis. The differences below are also not converged to all digits. With 26 s and 17 p exponents in steps of a factor 2, E_av falls by 0.0136 hartree and F² drops from 0.2395 to 0.2387 hartree. The offset E(0) − E(−1/5) drops from 0.0480 to 0.0479 hartree (1.307 to 1.303 eV). The gains from separate optimization grow by about 12 %.

The orbitals of the configuration average give E_av = −37.64610 hartree and F² = 0.23946 hartree. With these common orbitals each energy is E_av + (x + 2/25)F²:

- (1/2)²: −37.64610 + 0.08000·0.23946 = −37.62694 hartree
- (1/2)(3/2): −37.64610 − 0.02000·0.23946 = −37.65089 hartree
- (3/2)²: −37.64610 + 0.01333·0.23946 = −37.64290 hartree (from unrounded values)

Separate optimization lowers them by about 110, 7 and 3 microhartree. The weighted mean then falls 12 microhartree below E_av, in the direction found in (f). The loss is small because the optimal orbitals depend weakly on x.

For the determinant and the term with their own orbitals,

E(0) = −37.62705 hartree
E(−1/5) = −37.67508 hartree
E(0) − E(−1/5) = 0.04803 hartree = 1.307 eV

The bounds of (f) are 0.04735 and 0.04873 hartree. The determinant also lies 0.01905 hartree above the configuration average.

Now take a four-component Dirac-Coulomb Hartree-Fock calculation of the same determinant. Spherical symmetry is imposed by solving the s₁/₂ and p₁/₂ equations separately and filling both values of m_j equally. There is a reason for this. Replacing one p₁/₂ spinor by a p₃/₂ spinor leads to (1/2)(3/2), which has no J = 0 state and so does not couple to the determinant. Yet the mean energy there is lower by F²/10 in the limit. The determinant is stationary, but it is a saddle point, and an unrestricted iteration could leave it.

At the physical c the energy is −37.64331 hartree. At ten times that c it is −37.62721 hartree. Measured from E(0), the shifts are

c: −0.016261 hartree
10c: −0.000162 hartree

Their ratio, from unrounded energies, is 100.1, as expected for a leading 1/c² effect. The calculation approaches E(0), not the ³P energy.

Subtracting the nonrelativistic ³P energy from the Dirac energy at the physical c gives

−37.64331 + 37.67508 = +0.03177 hartree

Read as a relativistic correction, this has the wrong sign. It is the sum of the offset +0.04803 and the actual shift −0.01626 hartree of this determinant. The offset is about three times as large as the shift and hides it. The shift is sensitive to the basis near the nucleus: in the larger basis it is −0.0167 hartree and the apparent correction is +0.0312 hartree, so only two digits of these numbers are reliable.

A relativistic correction must compare states with the same nonrelativistic limit. For carbon, two such comparisons are the weighted average of all three subconfigurations against E_av, and the lower J = 0 state with both (1/2)² and (3/2)² against ³P.
